\section*{Choosing an Averaging Window: Uniform and Gaussian Dwell in Displacement Talbot Lithography}

\section{The decision}

A dose calculation for displacement Talbot lithography needs an averaging window: how long does the wafer dwell at each distance from the mask? The user must choose its shape, its width and the point where it is cut off. A flat window is short, but its length must match a beat period of the light. A Gaussian window needs more travel and no such match, provided that its width and its cut-off are both large enough.

The same choice arises when a planar-averaged electrostatic potential from an electronic-structure calculation is smoothed, for instance to read a band offset from a layered cell. There the window must remove the ripple of the atomic planes. Both uses rest on one function, the cosine transform of the window. It is derived here for the dose and carried over to the potential near the end.

\section{What the window does to the dose}

Let a grating of period $p$ be lit at normal incidence by a plane wave of wavelength $\lambda$, with the electric field along the lines ($y$). The field then has one component and obeys the scalar Helmholtz equation. With $G=2\pi/p$ and $k=2\pi/\lambda$, the field at distance $z$ behind the mask is
\begin{equation}
E=\sum_n a_n e^{i(nGx+k_nz)},\qquad k_n=\sqrt{k^2-n^2G^2},
\end{equation}
because each term must satisfy $n^2G^2+k_n^2=k^2$. Only propagating orders are kept. The amplitudes are taken real, with $a_{-n}=a_n$; a common phase of the first orders relative to the zeroth would merely shift the origin of the gap.

The gap is $z_0+s$, and $w(s)$ is the fraction of exposure time per unit length spent at $s$. It is even and integrates to one. Squaring the field gives a double sum, whose imaginary parts cancel between $(n,m)$ and $(m,n)$:
\begin{equation}
|E|^2=\sum_{n,m}a_na_m\cos[(n-m)Gx+(k_n-k_m)(z_0+s)].
\end{equation}
For any phase $A$, $\cos(A+qs)=\cos A\cos qs-\sin A\sin qs$. The second term averages to zero because $w$ is even. The relative dose is therefore
\begin{equation}
D(x)=\sum_{n,m}a_na_m\cos[(n-m)Gx+(k_n-k_m)z_0]\,W(k_n-k_m),
\end{equation}
\begin{equation}
W(q)=\int w(s)\cos(qs)\,ds .
\end{equation}

For $\lambda<p<2\lambda$ only the orders $0,\pm1$ propagate. Let $q=k-k_1$ and $T=2\pi/q$, the beat period. The diagonal terms give $a_0^2+2a_1^2$. The pairs $(1,-1)$ and $(-1,1)$ have no beat, and since $W(0)=1$ they give $2a_1^2\cos2Gx$. The four pairs that contain the zeroth order give
\begin{equation}
2a_0a_1W[\cos(Gx-qz_0)+\cos(Gx+qz_0)]=4a_0a_1W\cos qz_0\cos Gx .
\end{equation}
Hence
\begin{equation}
D=a_0^2+2a_1^2+2a_1^2\cos2Gx+4a_0a_1W(q)\cos(qz_0)\cos Gx .
\label{dose}
\end{equation}
The wanted image has period $p/2$. The last term is the residual fundamental: it makes neighbouring lines unequal. Its sign and size depend on the central gap $z_0$, so a slight wedge between mask and wafer makes it vary across the field. A safe design assumes $|\cos qz_0|=1$.

\section{The flat window}

For constant dwell over a travel $L$,
\begin{equation}
W=\frac1L\int_{-L/2}^{L/2}\cos qs\,ds=\frac{\sin(qL/2)}{qL/2}.
\end{equation}
It vanishes at $L=mT$ with integer $m\geq1$. If $L=mT(1+\varepsilon)$, then $qL/2=\pi m(1+\varepsilon)$ and
\begin{equation}
|W|=\frac{|\sin\pi m\varepsilon|}{\pi m|1+\varepsilon|}\approx|\varepsilon|
\qquad(\pi m|\varepsilon|\ll1).
\end{equation}
In this regime the residual equals the relative mismatch, whatever $m$ is. Scanning several beats relaxes the tolerance in nanometres, but not in per cent. Without any matching, the guarantee is $|W|\leq2/(qL)=T/(\pi L)$, which falls slowly with travel.

\section{The Gaussian window}

Let the width be $\sigma$ and the cut-off $\pm h$, and define $u=q\sigma$ and $c=h/\sigma$. The full normalized Gaussian is $g(s)=e^{-s^2/2\sigma^2}/(\sigma\sqrt{2\pi})$. Its integral over $[-h,h]$ is $\mathrm{erf}(c/\sqrt2)$, so $w=g/\mathrm{erf}(c/\sqrt2)$ inside the cut-off. Completing the square,
\begin{equation}
-\frac{s^2}{2\sigma^2}+iqs=-\frac{(s-iq\sigma^2)^2}{2\sigma^2}-\frac{u^2}{2}.
\end{equation}
With $t=(s-iq\sigma^2)/(\sqrt2\sigma)$ the limits become $(\pm c-iu)/\sqrt2$. Since erf is odd,
\begin{align}
\int_{-h}^{h}g\,e^{iqs}ds
&=\frac{e^{-u^2/2}}{2}\left[\mathrm{erf}\frac{c-iu}{\sqrt2}+\mathrm{erf}\frac{c+iu}{\sqrt2}\right]\nonumber\\
&=e^{-u^2/2}\,\mathrm{Re}\,\mathrm{erf}\frac{c+iu}{\sqrt2},
\end{align}
because the two terms are complex conjugates. Division by $\mathrm{erf}(c/\sqrt2)$ gives $W$.

For $u$ well above $c$ this is a tiny number times a huge one. A stable form uses the Faddeeva function $w_F(\zeta)=e^{-\zeta^2}\mathrm{erfc}(-i\zeta)$. With $v=(c+iu)/\sqrt2$ we have $\mathrm{erf}\,v=1-e^{-v^2}w_F(iv)$ and $v^2=(c^2-u^2)/2+icu$, so
\begin{equation}
W=\frac{e^{-u^2/2}-e^{-c^2/2}\,\mathrm{Re}\left[e^{-icu}w_F\!\left(\frac{-u+ic}{\sqrt2}\right)\right]}{\mathrm{erf}(c/\sqrt2)} .
\end{equation}

The two terms are the transform of the full Gaussian and the effect of cutting it. To bound the second, integrate one removed tail by parts:
\begin{equation}
\int_h^\infty g\cos qs\,ds=-\frac{g(h)\sin qh}{q}-\frac1q\int_h^\infty g'\sin qs\,ds .
\end{equation}
As $g$ falls steadily to zero, $\int_h^\infty|g'|ds=g(h)$, and the tail is at most $2g(h)/q$ in magnitude. Two tails give $4g(h)/q=4e^{-c^2/2}/(\sqrt{2\pi}\,u)$. Therefore
\begin{equation}
|W|\leq B=\frac{1}{\mathrm{erf}(c/\sqrt2)}\left[e^{-u^2/2}+\frac{4}{\sqrt{2\pi}\,u}e^{-c^2/2}\right].
\label{bound}
\end{equation}

At fixed $\sigma$ and $h$, both terms of $B$ fall as $q$ grows. If $B\leq\delta$ at the longest beat period, the residual stays within $\delta$ at every shorter one. This replaces precise matching: the user needs an upper limit on $T$, not its value.

Width alone is not enough. If $h$ is fixed and $\sigma\to\infty$, the weight becomes constant on $[-h,h]$ and $W\to\sin(qh)/(qh)$, the flat window with its matching problem.

\section{Setting width and cut-off}

At fixed $h$ the product $uc=qh$ is fixed. The smaller of the exponents $u^2/2$ and $c^2/2$ governs the residual, and it is largest when they are equal:
\begin{equation}
u=c,\qquad \sigma=\sqrt{h/q},\qquad 2h=2u\sigma=\frac{u^2T}{\pi}.
\label{design}
\end{equation}
This ignores the prefactors in $B$. To leading order $\delta\approx e^{-u^2/2}$, so the travel is about $(2T/\pi)\ln(1/\delta)$. The unmatched flat window needs $T/(\pi\delta)$.

To find $\delta$ from a linewidth tolerance, let a line be the region where the dose exceeds its mean, $a_0^2+2a_1^2$. Without the residual, the line at $x=0$ has its edge at $p/8$. Take the worst gap phase, with the sign that favours this line, and put $x=p/8+\xi$. To first order $\cos2Gx\approx-2G\xi$ and $\cos Gx\approx1/\sqrt2$, so
\begin{equation}
-4a_1^2G\xi+\frac{4a_0a_1|W|}{\sqrt2}=0,\qquad
\xi=\frac{a_0|W|}{\sqrt2\,a_1G}.
\end{equation}
At the facing edge of the next line, $x=3p/8+\xi'$, both terms change sign and again $\xi'=\xi$. The first line gains $2\xi$ in width and its neighbour loses $2\xi$. The difference is
\begin{equation}
\Delta_{\rm CD}=4\xi=\frac{\sqrt2}{\pi}\,p\,\frac{a_0}{a_1}|W|\qquad(\text{small }|W|).
\label{cd}
\end{equation}

\section{Worked example: three periods in one exposure}

A mask carries gratings of 480, 500 and 520 nm and is exposed at 364 nm. The amplitudes are those of a thin mask with half of each period open, $a_0=1/2$ and $a_1=1/\pi=0.3183$. Neighbouring lines may differ by 2 nm.

The longest period sets the design, since it has the longest beat and, by (\ref{cd}), the smallest allowed $|W|$. For 520 nm, $k_1/k=\sqrt{1-(364/520)^2}=0.7141$, and
\begin{equation}
T=\frac{364\ \text{nm}}{1-0.7141}\approx1273\ \text{nm},\qquad
\delta=\frac{\pi(0.3183)(2)}{\sqrt2\,(520)(0.5)}=0.00544 .
\end{equation}
Solving $B=\delta$ with $u=c$ gives $u=3.348$. Then $\sigma=uT/2\pi=678.5$ nm and $h=u\sigma=2272$ nm. The total travel is 4.54 $\mu$m, or 3.57 beats; the leading estimate gives 3.32. An unmatched flat window would need 74.5 $\mu$m to guarantee the same $\delta$.

Compare this with a flat scan of 1157.7 nm, matched to the 500 nm grating. The mean dose is held at 30 mJ/cm$^2$ and the gap phase is the worst one. The width differences below are roots of the dose equation, not the linear law.

\begin{center}
\begin{tabular}{llrrr}
$p$ (nm) & window & $W$ & peaks (mJ/cm$^2$) & $\Delta_{\rm CD}$ (nm)\\
480 & flat & $-0.0950$ & 39.4 / 47.4 & 32.7\\
480 & Gaussian & $0.0004$ & 43.4 / 43.4 & 0.15\\
500 & flat & $0.0000$ & 43.4 / 43.4 & 0.0\\
500 & Gaussian & $0.0006$ & 43.5 / 43.4 & 0.22\\
520 & flat & $0.0986$ & 47.6 / 39.3 & 36.8\\
520 & Gaussian & $0.0032$ & 43.6 / 43.3 & 1.2
\end{tabular}
\end{center}

The flat scan is better at its matched period, and it is shorter. To keep $|W|$ below $\delta$ there, its travel must be right to about 6 nm. A change of 20 nm in grating period shifts the beat by roughly 10\% and spoils the match. The Gaussian scan uses about four times the travel and serves all three gratings, away from their borders. Extra travel alone does not explain this: a flat scan of 3.57 beats guarantees only $|W|\leq1/(3.57\pi)=0.089$. The Gaussian is not the shortest window for known periods. The convolution of three flat windows, one matched to each beat, has the product of their transforms and a travel of 3.48 $\mu$m, and it keeps $|W|$ below 0.0004 over the beats of this mask. At shorter beats it reaches 0.008, so it lacks the one-sided guarantee. The Gaussian is also not the shortest window that has this guarantee. The Kaiser window $w\propto I_0(\beta\sqrt{1-s^2/h^2})$ with $\beta=6.25$, evaluated numerically, keeps $|W|\leq\delta$ at the longest beat and at shorter ones with a travel of 2.15 beats, or 2.74 $\mu$m. The Gaussian is used here for its simple bound.

With the travel kept at 4.54 $\mu$m, changing $\sigma$ shows both ways to fail. The largest $|W|$ over the beat periods of this mask is 0.003 at the design width. At half the width it is 0.25, which is the core term $e^{-u^2/2}$ with $u=1.67$. At twice the width it is 0.03, from the cut edges. The bound itself is smallest at a width 5\% above the equal-exponent choice, so that rule is close to the best choice for the bound. The bound is safe but not tight: at the same travel a width 6\% larger lowers the actual largest $|W|$ to 0.001, and a cut Gaussian with $u=3.62$, $c=2.60$ meets $\delta$ in 3.0 beats.

The design has a definite limit. A 600 nm grating has a beat of 1775 nm, beyond the assumed maximum, and $W$ rises to 0.056. By (\ref{cd}) its lines would differ by about 24 nm.

\section{More orders and stepped motion}

With more propagating orders, pairs with $|n|=|m|$ still do not beat. When all beating terms are suppressed, the dose tends to
\begin{equation}
D\to\sum_na_n^2+2\sum_{n>0}a_n^2\cos2nGx ,
\end{equation}
which has period $p/2$. The fundamental comes from $n-m=\pm1$. Such a pair cannot have $|n|=|m|$, since $n=-m$ gives an even difference, so every contribution to it beats. Moreover $k_n$ is a concave function of $n$, so successive drops $k_n-k_{n+1}$ grow with $n\geq0$. The smallest beat wave number is thus $k_0-k_1$, and a Gaussian designed for it bounds all the others.

For $p=800$ nm and an open share of 0.4, five orders propagate. The fundamental has beats of 3324 and 765 nm, whose ratio is not an integer. A flat scan matched to the first leaves a fundamental of up to 2.0\% of the mean dose. The pairs with $n-m=\pm3$ share the 765 nm beat and add a $\cos3Gx$ term of the same size, which also makes neighbouring lines unequal; the two reach 4.1\% at the line centres. The Gaussian with the same $u=c$, now with $\sigma=1771$ nm and a longer travel of 11.9 $\mu$m, leaves a fundamental of at most 0.43\%, and 0.44\% together with the $\cos3Gx$ term.

If the gap moves in steps $\Delta$, the integral becomes a sum over $s=m\Delta$. There $\cos(qm\Delta)$ is unchanged when $q$ shifts by $2\pi/\Delta$, so the Gaussian peak of $W$ at $q=0$ reappears at every multiple of $2\pi/\Delta$. A step equal to $T$ puts $q$ on such a copy: every exposure sees the same beat phase, and $W=1$. With $\Delta=T/4$ the nearest copy is $3q$ away, farther than the central peak; for the 500 nm grating the residual is then 0.0002. The step must be set by the shortest beat present, among all periods and all pairs of orders. For the 800 nm grating a step of a quarter of 3324 nm puts a copy at $4(k_0-k_1)$, close to $k_1-k_2=4.35(k_0-k_1)$. Then $W(k_1-k_2)=0.51$ and the fundamental rises to 17\% of the mean dose. A quarter of the shortest beat keeps it at 0.44\%.

For continuous motion at constant light power, the stage speed is $1/(\tau w)$ for exposure time $\tau$. With $\tau=60$ s it runs from 28 nm/s at the centre to 7.7 $\mu$m/s at the edges, a ratio of $e^{c^2/2}$.

\section{The same setting for a planar-averaged potential}

In a bulk-like region, write the planar-averaged potential as $V(z)=V_0+\sum_qV_qe^{iqz}$, where the sum holds the ripple of the atomic planes. Averaging with an even window gives
\begin{equation}
\int w(s)V(z+s)\,ds=V_0+\sum_qV_qW(q)e^{iqz}.
\end{equation}
The plane repeat distance $d$ takes the place of $T$. The ripple has $q=2\pi j/d$ with integer $j$, so a flat window of length $d$ removes all of it. This is the better choice when $d$ is known and common to the whole cell. If two materials have different repeats $d_1$ and $d_2$, one flat window generally misses one of them. Two flat windows applied in succession multiply their transforms, so they remove both ripples with a total length $d_1+d_2$; this is the usual choice when both repeats are known. A Gaussian set for the larger $d$ also serves both and needs only an upper limit on the repeat, at the price of a longer window and a finite residual.

The design above, $u=c=3.348$, means $\sigma=0.53d$ and $h=1.78d$, and reduces each ripple component to at most 0.54\% of its amplitude. For a cosine ripple of amplitude 10 eV ($V_q=V_{-q}=5$ eV) that still allows 0.05 eV. A limit of 1 meV needs $\delta=10^{-4}$ and, by the leading estimate, a total window of about $5.9d$. The smoothed value is a bulk level only where the whole window lies in the bulk-like region, at least $h$ from the disturbed layers near an interface. A cell too thin for that calls for matched flat windows, a shorter unmatched window (a Kaiser window with $\beta=10.8$ reaches $\delta=10^{-4}$ in about $3.5d$) or a thicker cell.

\section{How far the lithography model can be trusted}

The example lies in the rough regime of ultraviolet-laser exposure of sub-micrometre gratings. Its weakest input is the thin-mask ratio $a_0/a_1$, because the period is comparable with the wavelength. This ratio does not enter $W$, but $\Delta_{\rm CD}$ is proportional to it: doubling it would raise the 1.2 nm at 520 nm to 2.3 nm, above the limit. Amplitudes from a full diffraction calculation should be used for a real mask.

Other effects were sized for the 520 nm grating, a mean gap of 50 $\mu$m and a resist of index 1.7. The first orders enter the resist less well than the zeroth, which raises $\Delta_{\rm CD}$ by 17\%. A resist blur of 10 nm rms weakens the wanted image more than the fundamental and adds 2\%. Together they give 1.4 nm, still within the limit. This and (\ref{cd}) hold for lines cut at the mean dose, 130 nm wide here. A higher threshold gives narrower lines and a larger difference: 1.7 nm at a width of 104 nm, and 2.2 nm at 78 nm, above the limit. Reflections between wafer and mask, treated order by order with a mask reflection amplitude of 0.5, barely change $W$. Reflection from the substrate is assumed to be removed by an antireflection layer. The gratings are treated as infinite. At this gap the first orders move sideways by about 49 $\mu$m, so near a border one of them comes from the neighbouring grating. Next to a 500 nm grating, neighbouring lines of the 520 nm grating differ by up to 4 nm and their widths err by up to 30 nm around that distance; the tabulated values return beyond about 80 $\mu$m from the border.

Tilted light makes $k_1\neq k_{-1}$, so the wanted image itself shifts with the gap. A source divergence of 0.1 mrad rms lowers its contrast by 1.4\%. Polarization matters far more. With the electric field across the lines, and for unchanged mask amplitudes, the contrast of the $p/2$ image is multiplied by 0.02 in air and by 0.66 in the resist (0.71 once the transmission of each polarization into the resist is included), so the field should lie along the lines. The numerical output below lists the main values used here.

\section*{Computed values}
\begin{verbatim}
wavelength 364 nm; orders a0 0.5000, a1 0.3183
allowed width difference 2.0 nm -> delta 0.00544
design u = c = 3.3480
Gaussian sigma 678.5 nm, cut-off h 2271.7 nm
Gaussian total travel 4543.4 nm = 3.568 longest beats
estimate (2/pi)ln(1/delta) 3.319 beats
unmatched uniform travel needed 74.5 um = 58.5 beats
uniform travel used 1157.7 nm (matched to 500 nm)
its matching tolerance for delta 6.30 nm
mean dose 30 mJ/cm2; worst gap phase below
period 480 nm: beat period 1045.6 nm
 uniform  W -0.09501, peaks 39.42/47.44 mJ/cm2, dCD 32.68 nm
 Gaussian W +0.00044, peaks 43.45/43.41 mJ/cm2, dCD 0.15 nm
period 500 nm: beat period 1157.7 nm
 uniform  W -0.00000, peaks 43.43/43.43 mJ/cm2, dCD 0.00 nm
 Gaussian W +0.00063, peaks 43.46/43.40 mJ/cm2, dCD 0.22 nm
period 520 nm: beat period 1273.4 nm
 uniform  W +0.09858, peaks 47.59/39.27 mJ/cm2, dCD 36.78 nm
 Gaussian W +0.00318, peaks 43.56/43.30 mJ/cm2, dCD 1.17 nm
outside design, 600 nm: beat 1775.2 nm, W +0.05645
fixed travel, largest |W| over beats of 480-520 nm periods:
 sigma x 0.5: 0.24631
 sigma x 1.0: 0.00318
 sigma x 2.0: 0.03201
best sigma of the bound / design sigma 1.049
stepped dwell, 500 nm: step T/4 W +0.00017, step T W +1.000
exposure 60 s: stage speed centre 28.3 nm/s, edge 7.70 um/s
five orders, period 800 nm, open share 0.4:
 beats 0-1 3323.9 nm, 1-2 764.9 nm
 Gaussian sigma 1771.2 nm, h 5930.0 nm
 fundamental/mean limit: uniform 0.02035, Gaussian 0.00433
neglected effects, period 520 nm, mean gap 50 um:
 divergence 0.1 mrad rms: p/2 contrast x 0.9858
 tilt 1.0 mrad: p/2 contrast x 0.999739
 resist index 1.7, mask reflection amplitude 0.5
 gap reflections: |W| 0.00318 -> 0.00317
 transmission into resist: dCD x 1.174
 resist blur 10 nm rms: dCD x 1.022
 dCD with both factors 1.40 nm
 other polarization, p/2 contrast factor: air 0.020, resist 0.661
 second-order evanescent decay length 59.1 nm
\end{verbatim}
